# Closed-form states of Hooke's atom from Taut's three-term recurrence: a numerical check

```python
"""Closed-form states of two electrons in a harmonic well (Hartree atomic units).

H = -(lap1 + lap2)/2 + w^2 (r1^2 + r2^2)/2 + 1/r12.
Relative motion: -u'' + [l(l+1)/r^2 + w^2 r^2/4 + 1/r] u = eps u,
u = r^(l+1) exp(-w r^2/4) P(r), P = sum a_k r^k, a_0 = 1.
Result under test: P has degree N exactly when eps = w (l + N + 3/2) and
a_(N+1)(w) = 0. For l = 0: N = 1 gives w = 1/2, P = 1 + r/2, E = 2;
N = 2 gives w = 1/10, P = 1 + r/2 + r^2/20, E = 1/2.
E is the total energy with the centre of mass in its ground state (3w/2).
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import gamma

HALF = sp.Rational(1, 2)
r, w, eps = sp.symbols("r omega epsilon", positive=True)


def series_coefficients(energy, omega, l, k_max):
    """Coefficients a_0 ... a_k_max from the three-term recurrence."""
    a = [sp.Integer(1), sp.Rational(1, 2 * (l + 1))]
    for k in range(1, k_max):
        bracket = energy - omega * (l + k + HALF)
        a.append(sp.expand((a[k] - bracket * a[k - 1])
                           / ((k + 1) * (k + 2 * l + 2))))
    return a


def radial_level(omega, l, level):
    """Eigenvalue of the radial equation by finite differences, extrapolated."""
    r_max = 13.0 / np.sqrt(omega)
    values = []
    for n in (3000, 6000):
        h = r_max / n
        x = h * np.arange(1, n)
        diagonal = 2 / h**2 + l * (l + 1) / x**2 + omega**2 * x**2 / 4 + 1 / x
        off = -np.ones(n - 2) / h**2
        values.append(eigh_tridiagonal(diagonal, off, eigvals_only=True,
                                       select="i",
                                       select_range=(level, level))[0])
    return (4 * values[1] - values[0]) / 3


# The recurrence, checked by inserting a truncated series in the radial equation
K = 5
for l in (0, 1, 2):
    a = series_coefficients(eps, w, l, K)
    u = r**(l + 1) * sp.exp(-w * r**2 / 4) * sum(c * r**k for k, c in enumerate(a))
    residual = (-sp.diff(u, r, 2)
                + (sp.Integer(l * (l + 1)) / r**2 + w**2 * r**2 / 4 + 1 / r - eps) * u)
    reduced = sp.expand(residual * sp.exp(w * r**2 / 4) * r**(1 - l))
    assert all(sp.expand(reduced.coeff(r, j)) == 0 for j in range(K + 1))
    assert sp.expand(reduced.coeff(r, K + 1)) != 0

# Termination: roots of a_(N+1), symmetric matrix, and direct diagonalization
print("Closed-form states (energies in hartree, omega in hartree)")
print(" l N  omega       eps        E_total    nodes  eps numerical")
largest_deviation = 0.0
for l, N in ((0, 1), (0, 2), (0, 3), (0, 4), (1, 1)):
    condition = series_coefficients(w * (l + N + 3 * HALF), w, l, N + 1)[N + 1]
    roots = sorted(float(sp.re(z)) for z in sp.Poly(condition, w).nroots(n=20))
    k = np.arange(N)
    links = np.sqrt((k + 1.0) * (k + 2 * l + 2) * (N - k))
    eigenvalues = np.linalg.eigvalsh(np.diag(links, 1) + np.diag(links, -1))
    from_matrix = sorted(1 / v**2 for v in eigenvalues if v > 1e-8)
    assert len(roots) == (N + 1) // 2 == len(from_matrix)
    assert np.allclose(roots, from_matrix, rtol=1e-10)
    for index, omega in enumerate(roots):
        energy = omega * (l + N + 1.5)
        a = [float(c) for c in series_coefficients(energy, omega, l, N)]
        zeros = np.roots(a[::-1])
        nodes = int(sum(abs(z.imag) < 1e-8 and z.real > 0 for z in zeros))
        if index == 0:
            assert nodes == 0 and min(a) > 0
        numerical = radial_level(omega, l, nodes)
        largest_deviation = max(largest_deviation, abs(numerical - energy))
        # tolerance: remaining discretization error of the extrapolated grid
        assert abs(numerical - energy) < 1e-5
        print(f" {l} {N}  {omega:.7f}  {energy:.7f}  {energy + 1.5 * omega:.7f}"
              f"  {nodes}      {numerical:.7f}")
print(f"largest deviation of numerical eps: {largest_deviation:.1e} hartree")

# The full six-coordinate Schroedinger equation for the two named states
coords = sp.symbols("x1 y1 z1 x2 y2 z2", real=True)
r12 = sp.sqrt(sum((coords[i] - coords[i + 3])**2 for i in range(3)))
square_sum = sum(c**2 for c in coords)
points = [(1, 2, -1, 0, 1, 3), (HALF, -1, 2, -2, 1, HALF), (0, 1, 1, 1, -1, 2)]
hartree_ev = physical_constants["Hartree energy in eV"][0]


def moment(n, omega):
    """Integral of r^n exp(-omega r^2/2) from zero to infinity."""
    return 2**((n - 1) / 2) * omega**(-(n + 1) / 2) * gamma((n + 1) / 2)


for N in (1, 2):
    condition = series_coefficients(w * (N + 3 * HALF), w, 0, N + 1)[N + 1]
    solutions = sp.solve(condition, w)
    assert len(solutions) == 1
    omega_exact = solutions[0]
    a = series_coefficients(omega_exact * (N + 3 * HALF), omega_exact, 0, N + 4)
    assert a[N] != 0 and all(c == 0 for c in a[N + 1:])
    a = a[:N + 1]
    E_exact = omega_exact * (N + 3)
    psi = (sum(c * r12**k for k, c in enumerate(a))
           * sp.exp(-omega_exact * square_sum / 2))
    laplacian = sum(sp.diff(psi, c, 2) for c in coords)
    for point in points:
        place = dict(zip(coords, point))
        kinetic_local = -float(sp.N((laplacian / psi).subs(place), 20)) / 2
        potential = omega_exact**2 * square_sum / 2 + 1 / r12
        local_energy = kinetic_local + float(sp.N(potential.subs(place), 20))
        assert abs(local_energy - float(E_exact)) < 1e-11

    omega, E = float(omega_exact), float(E_exact)
    p = np.array([float(c) for c in a])
    p2 = np.convolve(p, p)

    def average(power):
        top = sum(c * moment(m + 2 + power, omega) for m, c in enumerate(p2))
        return top / sum(c * moment(m + 2, omega) for m, c in enumerate(p2))

    def phi(x):
        return np.polyval(p[::-1], x) * np.exp(-omega * x**2 / 4)

    def dphi(x):
        slope = np.polyval(np.polyder(p[::-1]), x)
        return (slope - omega * x / 2 * np.polyval(p[::-1], x)) * np.exp(-omega * x**2 / 4)

    r_max = 13 / np.sqrt(omega)

    def integral(f):
        return quad(f, 0, r_max, epsabs=1e-11, epsrel=1e-11, limit=200)[0]

    norm = integral(lambda x: x**2 * phi(x)**2)
    for power in (-1, 1, 2):
        direct = integral(lambda x: x**(2 + power) * phi(x)**2) / norm
        assert abs(direct / average(power) - 1) < 1e-8
    repulsion = average(-1)
    well = 0.75 * omega + omega**2 * average(2) / 4
    kinetic = 0.75 * omega + integral(lambda x: x**2 * dphi(x)**2) / norm
    assert abs(kinetic + well + repulsion - E) < 1e-8
    assert abs(2 * kinetic - 2 * well + repulsion) < 1e-8

    print(f"--- N = {N}, l = 0 ---")
    print(f"termination: a_{N + 1} = {sp.factor(condition)} = 0")
    print(f"omega = {omega_exact} hartree, coefficients a_k = "
          + ", ".join(str(c) for c in a))
    print(f"total energy = {E_exact} hartree = {E * hartree_ev:.4f} eV")
    print(f"energy without repulsion 3*omega = {3 * omega:.4f} hartree")
    print(f"energy rise due to repulsion = {E - 3 * omega:.4f} hartree")
    if N == 2:
        print("coefficients of P^2 = " + ", ".join(f"{c:.4f}" for c in p2))
        for n in range(1, 9):
            print(f"moment I_{n} = {moment(n, omega):.4f} bohr^{n + 1}")
    print(f"integral of r^2 phi^2 = {norm:.4f} bohr^3")
    print(f"mean separation <r12> = {average(1):.5f} bohr")
    print(f"mean square separation <r12^2> = {average(2):.5f} bohr^2")
    print(f"repulsion W = {repulsion:.6f} hartree")
    print(f"well energy V_ext = {well:.6f} hartree")
    print(f"kinetic energy T = {kinetic:.6f} hartree")

# A well strength between the two: a bound state exists without termination
omega = 0.25
ground = radial_level(omega, 0, 0)
effective_degree = ground / omega - 1.5
assert abs(effective_degree - round(effective_degree)) > 0.01
print("--- omega = 1/4, l = 0: no terminating ground state ---")
print(f"numerical ground eps = {ground:.5f} hartree")
print(f"total energy = {ground + 1.5 * omega:.5f} hartree")
print(f"eps/omega - 3/2 = {effective_degree:.4f} (not an integer)")
print("all good")
```

Printed output:

```
Closed-form states (energies in hartree, omega in hartree)
 l N  omega       eps        E_total    nodes  eps numerical
 0 1  0.5000000  1.2500000  2.0000000  0      1.2500000
 0 2  0.1000000  0.3500000  0.5000000  0      0.3500000
 0 3  0.0365373  0.1644177  0.2192236  0      0.1644177
 0 3  0.3801294  1.7105823  2.2807764  1      1.7105823
 0 4  0.0173462  0.0954041  0.1214234  0      0.0954041
 0 4  0.0809684  0.4453262  0.5667788  1      0.4453262
 1 1  0.2500000  0.8750000  1.2500000  0      0.8750000
largest deviation of numerical eps: 5.0e-11 hartree
--- N = 1, l = 0 ---
termination: a_2 = -(2*omega - 1)/12 = 0
omega = 1/2 hartree, coefficients a_k = 1, 1/2
total energy = 2 hartree = 54.4228 eV
energy without repulsion 3*omega = 1.5000 hartree
energy rise due to repulsion = 0.5000 hartree
integral of r^2 phi^2 = 16.8623 bohr^3
mean separation <r12> = 2.68466 bohr
mean square separation <r12^2> = 8.21023 bohr^2
repulsion W = 0.447443 hartree
well energy V_ext = 0.888139 hartree
kinetic energy T = 0.664418 hartree
--- N = 2, l = 0 ---
termination: a_3 = -(10*omega - 1)/144 = 0
omega = 1/10 hartree, coefficients a_k = 1, 1/2, 1/20
total energy = 1/2 hartree = 13.6057 eV
energy without repulsion 3*omega = 0.3000 hartree
energy rise due to repulsion = 0.2000 hartree
coefficients of P^2 = 1.0000, 1.0000, 0.3500, 0.0500, 0.0025
moment I_1 = 10.0000 bohr^2
moment I_2 = 39.6333 bohr^3
moment I_3 = 200.0000 bohr^4
moment I_4 = 1188.9982 bohr^5
moment I_5 = 8000.0000 bohr^6
moment I_6 = 59449.9095 bohr^7
moment I_7 = 480000.0000 bohr^8
moment I_8 = 4161493.6625 bohr^9
integral of r^2 phi^2 = 1204.4074 bohr^3
mean separation <r12> = 6.94241 bohr
mean square separation <r12^2> = 53.47045 bohr^2
repulsion W = 0.165296 hartree
well energy V_ext = 0.208676 hartree
kinetic energy T = 0.126028 hartree
--- omega = 1/4, l = 0: no terminating ground state ---
numerical ground eps = 0.71426 hartree
total energy = 1.08926 hartree
eps/omega - 3/2 = 1.3570 (not an integer)
all good
```
